# Dipolar spectra of two and three equivalent protons in an aligned medium

## The problem

A molecule dissolved in an aligned medium tumbles quickly, but not isotropically, so a small part of the dipolar coupling between its protons survives. Consider two cases.

- A pair of equivalent protons at distance \(r=2.0\) Å. The angle \(\theta\) between the pair vector and the magnetic field has the average \(\langle P_2(\cos\theta)\rangle=-0.02\), where \(P_2(x)=(3x^2-1)/2\).
- Three equivalent protons at the corners of an equilateral triangle with the same side. The triangle hops quickly among its three equivalent orientations about its normal, and the normal has the order parameter \(S_n=0.04\), the average of \(P_2\) of the cosine of its angle to the field.

In both cases the scalar coupling between any two protons is \(J=-12\) Hz. These are round model values. What spectrum does each group give after a hard pulse, and what does it tell about \(J\)?

Energies are divided by \(h\) and given in Hz; spin operators are dimensionless. In high field, and in the frame rotating at the common Larmor frequency, the Hamiltonian is

\[
H=\sum_{i<j}J_{ij}\,\mathbf I_i\cdot\mathbf I_j+\sum_{i<j}D_{ij}\left(3I_{iz}I_{jz}-\mathbf I_i\cdot\mathbf I_j\right). \tag{1}
\]

This equation defines the residual coupling \(D_{ij}\). Any anisotropic part of the indirect coupling is neglected; the secular part of its symmetric tensor has the same operator form and would add to \(D_{ij}\).

## A tempting solution

First find \(D\). The dipolar interaction of two protons, divided by \(h\), is

\[
H_{\rm dip}=K\left[\mathbf I_1\cdot\mathbf I_2-3(\mathbf I_1\cdot\mathbf n)(\mathbf I_2\cdot\mathbf n)\right],\qquad K=\frac{\mu_0\gamma^2\hbar}{8\pi^2r^3},
\]

with \(\mathbf n\) the unit vector along the pair. When the Zeeman energy is much larger than \(K\), only the part that commutes with the total \(F_z\) matters to leading order. It is found by averaging over rotations of the spins about the field, which amounts to averaging \(\mathbf n\) over its azimuth. Then \(n_x^2\) and \(n_y^2\) become \(\tfrac12\sin^2\theta\), \(n_z^2=\cos^2\theta\), and the cross products average to zero. With \(I_{1x}I_{2x}+I_{1y}I_{2y}=\mathbf I_1\cdot\mathbf I_2-I_{1z}I_{2z}\),

\[
\overline{H}_{\rm dip}=K\left[\left(1-\tfrac32\sin^2\theta\right)\mathbf I_1\cdot\mathbf I_2-3\left(\cos^2\theta-\tfrac12\sin^2\theta\right)I_{1z}I_{2z}\right].
\]

Both round brackets equal \(P_2(\cos\theta)\), so

\[
\overline{H}_{\rm dip}=-K P_2(\cos\theta)\left(3I_{1z}I_{2z}-\mathbf I_1\cdot\mathbf I_2\right),\qquad D=-K\langle P_2(\cos\theta)\rangle. \tag{2}
\]

The last step averages over the molecular motion, which must be fast compared with the couplings it averages. For \(r=2.0\) Å, \(K=15015\) Hz, and \(D=-15015\times(-0.02)=300.3\) Hz.

Now comes the argument for the spectrum. Proton 1 has a partner that is either up or down. The part of (1) that contains \(I_{1z}\) and \(I_{2z}\) is \((J+2D)I_{1z}I_{2z}\), because \(3D-D=2D\). The partner's \(I_{2z}=\pm\tfrac12\) shifts the resonance of proton 1 by half of \(J+2D\) either way. The pair therefore gives a doublet with the splitting

\[
|J+2D|=|-12+600.6|\ \text{Hz}=588.6\ \text{Hz}.
\]

Each proton of the triangle has two partners, with one way to have both up, two ways to have one up and one down, and one way to have both down. The result is a 1:2:1 triplet with spacing 588.6 Hz. If \(D\) is known, \(J\) can be read from either spectrum.

## Where the argument fails

The value of \(D\) is right. The number of lines and their relative intensities will also turn out right. The spacings, and the claim about \(J\), are wrong.

A simple limit raises the alarm. In an isotropic liquid \(D=0\), and the argument predicts that two equivalent protons show a doublet of 12 Hz. They show a single line, as will follow below.

The fault is the omission of the transverse terms. With \(I_\pm=I_x\pm iI_y\),

\[
\mathbf I_1\cdot\mathbf I_2=I_{1z}I_{2z}+\tfrac12\left(I_{1+}I_{2-}+I_{1-}I_{2+}\right),
\]

and (1) for a pair is

\[
H=(J+2D)\,I_{1z}I_{2z}+\tfrac12(J-D)\left(I_{1+}I_{2-}+I_{1-}I_{2+}\right). \tag{3}
\]

The second term, the flip-flop term, exchanges \(|\alpha\beta\rangle\) and \(|\beta\alpha\rangle\), where \(\alpha\) is up and \(\beta\) is down. It may be dropped when these two states differ in energy by much more than \(|J-D|\), as they do for protons with very different shifts. For equivalent protons they are degenerate, and even a small flip-flop term mixes them completely. The phrase "proton 1 flips while its partner stays up" then describes no transition between stationary states.

## The right solution

### The three couplings of the triangle are equal

What follows needs all \(D_{ij}\) to be equal. For a pair there is nothing to show. For the triangle, let the normal make the angle \(\beta\) with the field. A side lies in the plane of the triangle, at some angle \(\varphi\) within that plane, so that \(\cos\theta=\sin\beta\cos\varphi\). The hops take \(\varphi\) to \(\varphi+120^\circ\) and \(\varphi+240^\circ\). Since \(\cos^2\varphi=\tfrac12(1+\cos2\varphi)\), and the three values of \(\cos2\varphi\) add to zero, the mean of \(\cos^2\varphi\) is \(\tfrac12\). Hence

\[
\overline{P_2(\cos\theta)}=\tfrac12\left(\tfrac32\sin^2\beta-1\right)=\tfrac12\left(\tfrac12-\tfrac32\cos^2\beta\right)=-\tfrac12P_2(\cos\beta).
\]

This holds for each side, whatever its starting angle. Averaging over the tilt gives \(\langle P_2\rangle=-S_n/2=-0.02\) for all three pairs, and again \(D=300.3\) Hz. The hops are taken as classical, with equal populations; coherent tunnelling is left out.

### The dipolar term depends on the total spin alone

Let \(\mathbf F=\sum_i\mathbf I_i\) for \(N\) protons. For spin one-half, \(\mathbf I_i^2=\tfrac34\) and \(I_{iz}^2=\tfrac14\). Squaring the sums gives

\[
\mathbf F^2=\tfrac34N+2\sum_{i<j}\mathbf I_i\cdot\mathbf I_j,\qquad
F_z^2=\tfrac14N+2\sum_{i<j}I_{iz}I_{jz}.
\]

Solve both for the pair sums and insert them in the dipolar part of (1), with every \(D_{ij}=D\):

\[
H_D=D\left[\tfrac32\left(F_z^2-\tfrac14N\right)-\tfrac12\left(\mathbf F^2-\tfrac34N\right)\right]=\frac D2\left(3F_z^2-\mathbf F^2\right). \tag{4}
\]

The constants cancel: \(-\tfrac38N+\tfrac38N=0\). A state with total spin \(F\) and projection \(M\) has the dipolar energy

\[
E_D(F,M)=\frac D2\left[3M^2-F(F+1)\right]. \tag{5}
\]

### The scalar couplings drop out

A scalar product does not change when both spins are rotated together, so it commutes with every component of \(\mathbf F\). For \(F_z\), the commutators \([I_x,I_z]=-iI_y\) and \([I_y,I_z]=iI_x\) give

\[
[I_{1x}I_{2x},F_z]=-i\left(I_{1y}I_{2x}+I_{1x}I_{2y}\right),\qquad
[I_{1y}I_{2y},F_z]=+i\left(I_{1x}I_{2y}+I_{1y}I_{2x}\right),
\]

while \(I_{1z}I_{2z}\) commutes with \(F_z\). The sum vanishes. Cyclic relabelling of the axes gives the same for \(F_x\) and \(F_y\), and any third spin commutes with the product trivially.

The scalar part \(H_J=\sum_{i<j}J_{ij}\mathbf I_i\cdot\mathbf I_j\) therefore commutes with \(\mathbf F\), and by (4) also with \(H_D\). At high temperature, with the couplings negligible beside the Zeeman energy, the part of the equilibrium state that can give a signal is proportional to \(F_z\). A hard pulse acting alike on all protons turns it into \(F_x\). The receiver detects \(F_+=F_x+iF_y\), so the signal is

\[
s(t)\propto{\rm Tr}\left[F_+\,e^{-2\pi iHt}F_x\,e^{2\pi iHt}\right].
\]

Because \(H_J\) and \(H_D\) commute, the exponential factorizes, and because \(H_J\) commutes with \(F_x\),

\[
e^{-2\pi iHt}F_xe^{2\pi iHt}
=e^{-2\pi iH_Dt}\left(e^{-2\pi iH_Jt}F_xe^{2\pi iH_Jt}\right)e^{2\pi iH_Dt}
=e^{-2\pi iH_Dt}F_xe^{2\pi iH_Dt}. \tag{6}
\]

No \(J_{ij}\) is left in the signal. The couplings do shift energy levels: in the pair, \(\mathbf I_1\cdot\mathbf I_2\) is \(\tfrac14\) in the triplet and \(-\tfrac34\) in the singlet, so the scalar coupling adds \(J\) to the energy of every triplet state relative to the singlet. But no observed transition connects the triplet with the singlet.

The proof did not require equal \(J_{ij}\). Diagonalization with couplings of \(-12\), 5 and 30 Hz among three protons was tested and gave the same lines as \(J=0\). With \(D=0\) as well, \(H\) commutes with \(F_x\), the signal does not evolve in the rotating frame, and there is one line. This settles the isotropic limit.

### Line positions and intensities

Write the trace in the eigenstates of \(H_D\). The operator \(F_+\) links a state \(b\) of projection \(M-1\) to a state \(a\) of projection \(M\), and between these states \(F_x=\tfrac12(F_++F_-)\) contributes \(\tfrac12F_-\). Thus

\[
s(t)\propto\sum_{a,b}|\langle b|F_-|a\rangle|^2e^{-2\pi i(E_b-E_a)t}.
\]

The operator \(F_-\) conserves \(F\), so the term \(F(F+1)\) in (5) cancels from the frequency:

\[
E_D(F,M-1)-E_D(F,M)=\frac{3D}2\left[(M-1)^2-M^2\right]=3D\left(\tfrac12-M\right). \tag{7}
\]

This is the distance from the Larmor frequency. The weight of the line is

\[
|\langle F,M-1|F_-|F,M\rangle|^2=F(F+1)-M(M-1). \tag{8}
\]

**Two protons.** The total spin is 1 or 0. The triplet has \(E_D=D/2\) for \(M=\pm1\) and \(-D\) for \(M=0\), which is 150.15 Hz and \(-300.30\) Hz. The transition from \(M=1\) to 0 lies at \(-3D/2\), and that from 0 to \(-1\) at \(+3D/2\). Both have the weight \(2-0=2\). The singlet has no other \(M\) to go to and is silent. The spectrum is a doublet of equal lines at \(\mp450.45\) Hz, with the splitting

\[
\Delta_2=3|D|=900.9\ \text{Hz}.
\]

**Three protons.** Of the eight states, one has \(M=\tfrac32\) and three have \(M=\tfrac12\). They therefore form one quartet, \(F=\tfrac32\), and two doublets, \(F=\tfrac12\). In the quartet, (7) and (8) give:

- \(M=\tfrac32\to\tfrac12\): position \(-3D\), weight \(\tfrac{15}4-\tfrac34=3\).
- \(M=\tfrac12\to-\tfrac12\): position 0, weight \(\tfrac{15}4+\tfrac14=4\).
- \(M=-\tfrac12\to-\tfrac32\): position \(+3D\), weight \(\tfrac{15}4-\tfrac34=3\).

Each doublet has one transition, \(M=\tfrac12\to-\tfrac12\), at position 0 with the weight \(\tfrac34+\tfrac14=1\). The central line thus has the total weight \(4+1+1=6\), and the intensities are \(3:6:3=1:2:1\). The spacing of neighbouring lines is

\[
\Delta_3=3|D|=900.9\ \text{Hz},
\]

and the outer lines are \(6|D|\), or 1801.8 Hz, apart.

The tempting argument found the ratio 1:2:1 by counting the states of two partners. Here a third of the central line comes from the two doublets, and the quartet alone would give 3:4:3.

In the time domain, normalized to \(s(0)=1\), the two spectra are

\[
s_2(t)=\cos(3\pi Dt),\qquad s_3(t)=\tfrac12\left[1+\cos(6\pi Dt)\right],
\]

without relaxation. Step-by-step propagation of the spin state with \(J=-12\) Hz was tested against both.

## How the wrong answer turns into the right one

Give the two protons a shift difference \(\delta\) by adding \(-\tfrac\delta2(I_{1z}-I_{2z})\) to (3). The states \(|\alpha\alpha\rangle\) and \(|\beta\beta\rangle\) keep the energy \((J+2D)/4\). In the basis \(|\alpha\beta\rangle,|\beta\alpha\rangle\) the Hamiltonian is

\[
-\frac{J+2D}4+\frac12\begin{pmatrix}-\delta&J-D\\J-D&\delta\end{pmatrix},
\]

with the eigenvalues \(-\tfrac14(J+2D)\pm\tfrac12R\), where \(R=\sqrt{\delta^2+(J-D)^2}\). Taking differences with the two outer states gives four lines,

\[
\nu=\tfrac12\left[\pm(J+2D)\pm R\right], \tag{9}
\]

with independent signs. For a mixed state \(c|\alpha\beta\rangle+s|\beta\alpha\rangle\), with \(c,s\) real and \(c^2+s^2=1\), the weight of either of its transitions is \((c+s)^2=1+2cs\). The expectation value of the off-diagonal part of the matrix is \((J-D)cs\). By the derivative of the eigenvalue with respect to \(J-D\) at fixed diagonal, \(cs=\pm(J-D)/(2R)\). The weights are therefore

\[
w_\pm=1\pm\frac{J-D}R, \tag{10}
\]

the sign being that of \(\pm\tfrac12R\) in the energy.

For \(\delta\gg|J-D|\) all weights approach 1, and the lines form two doublets with the splitting \(|J+2D|\). At a shift difference of 100 kHz the computed splitting is 588.6 Hz. That value is a formal limit: it is 250 ppm at 400 MHz, far beyond the usual proton range of about 10 ppm, and at 10 ppm (4 kHz) the weights from (10) are still 0.92 and 1.08. By (9), two lines with the same sign of \(R\) are \(|J+2D|\) apart for every \(\delta\); what the large shift difference brings about is that they have nearly equal weights. This is the situation that the tempting solution described.

For \(\delta\to0\), the mixed states become the symmetric and antisymmetric combinations. The symmetric one has the energy \(-\tfrac14(J+2D)+\tfrac12(J-D)\), and its lines lie at

\[
\mp\left[\tfrac12(J+2D)-\tfrac12(J-D)\right]=\mp\tfrac32D
\]

with weight 2. The antisymmetric one has lines at \(\mp(J+\tfrac12D)\), which do depend on \(J\), but with weight 0. In the splitting of the visible lines, the term with \(I_{1z}I_{2z}\) supplies \(J+2D\), and the flip-flop term supplies \(-(J-D)\). The latter adds the third \(D\) and removes \(J\) in one step.

An intermediate case shows both features. For \(\delta=200\) Hz and \(J=-12\) Hz, \(J-D=-312.3\) Hz and \(R=370.9\) Hz. The lines lie at \(\pm479.7\) Hz with weight 1.842 and at \(\pm108.9\) Hz with weight 0.158. With \(J=0\) they lie at \(\pm480.7\) and \(\pm119.9\) Hz. The strong lines move by about 1 Hz and the weak ones by about 11 Hz when \(J\) changes by 12 Hz, in accord with (9). The strong lines lie at \(\pm\tfrac12(J+2D+R)\) and the weak ones at \(\pm\tfrac12(J+2D-R)\). Since \(dR/dJ=(J-D)/R\), each pair moves with \(J\) at a rate equal to half the weight of the other pair. As \(\delta\to0\) the weak lines vanish and the strong lines stop moving, so \(J\) disappears from the spectrum.

## Reading the splitting, and the conditions

If the doublet of 900.9 Hz were read as \(J+2D\) with \(J=-12\) Hz, it would give \(D=(900.9+12)/2\approx456\) Hz, about 52% above the true 300.3 Hz. By (2), the inferred alignment would be too large by the same factor.

The factor three belongs to definition (1). If the residual coupling is instead defined as \(D'=2D\), so that an unlike pair shows \(|J+D'|\), the same splitting is \(\tfrac32|D'|\). The sign of \(D\) cannot be found from either spectrum, since changing it exchanges lines of equal intensity.

Equal shifts are not sufficient for three protons; for arbitrary scalar couplings to drop out, the \(D_{ij}\) must be equal too. Suppose that pair 1,2 has an additional coupling \(d\), which adds \(dX\) with \(X=3I_{1z}I_{2z}-\mathbf I_1\cdot\mathbf I_2\). In the space \(M=\tfrac12\), take the quartet state and the doublet state that is symmetric in spins 1 and 2:

\[
|q\rangle=\frac{|\alpha\alpha\beta\rangle+|\alpha\beta\alpha\rangle+|\beta\alpha\alpha\rangle}{\sqrt3},\qquad
|p\rangle=\frac{2|\alpha\alpha\beta\rangle-|\alpha\beta\alpha\rangle-|\beta\alpha\alpha\rangle}{\sqrt6}.
\]

By the pair energies found above, \(X\) gives \(\tfrac12\) on \(|\alpha\alpha\rangle\) and \(-1\) on \(|\alpha\beta\rangle+|\beta\alpha\rangle\). Therefore

\[
\langle p|dX|q\rangle=\frac{d}{\sqrt{18}}\left(2\cdot\tfrac12+1+1\right)=\frac d{\sqrt2}.
\]

The extra coupling mixes \(F=\tfrac32\) with \(F=\tfrac12\). For equal \(J_{ij}=J\), \(H_J=\tfrac J2(\mathbf F^2-\tfrac94)\) shifts these by \(+\tfrac34J\) and \(-\tfrac34J\). This adds \(\tfrac32J\) to their dipolar separation, and so changes the mixing and the energies of states that take part in observed transitions.

The numerical output shows the size of this effect. With couplings \(2D,D,D\), switching \(J\) from 0 to \(-12\) Hz changes the signal, sampled every 0.25 ms for 50 ms, by up to 0.442 of its initial value. This figure grows with the observation time, because the lines themselves move: those at 533, 736 and 1269 Hz go to 517, 750 and 1267 Hz. A small inequality has a small effect; with \(1.01D,D,D\) the change over the same 50 ms is only about \(10^{-4}\). With \(D,D,D\) the change is about \(10^{-14}\), which is rounding error.

Formula (2) itself rests on the high-field condition. For a rigid pair at \(\theta=0.4\) rad and a Larmor frequency of 400 MHz, diagonalizing the full dipolar Hamiltonian gives a splitting of 34798.7 Hz, equal to the secular value \(3|D|\) to the digits printed. The splitting is a mild test of the condition. The leading non-secular corrections, of order \(K^2/\nu_0\) with \(\nu_0\) the Larmor frequency, move both lines the same way (by 0.085 Hz here) and cancel in their difference. The error of the splitting falls as \(1/\nu_0^2\) and is only about 0.2 Hz even at 4 MHz.

## Computed values

```
proton distance r: 2.0 angstrom
pair order <P2>: -0.02
triangle normal order S_n: 0.04
scalar coupling J: -12.0 Hz
rigid dipolar constant K: 15015.0 Hz
residual coupling D, pair: 300.30 Hz
residual coupling D, triangle: 300.30 Hz
rigid pair test, angle theta: 0.4 rad
rigid pair test, Larmor frequency: 400 MHz
rigid pair splitting, full Hamiltonian: 34798.7 Hz
rigid pair 3|D|, secular: 34798.7 Hz
two spins, dipolar levels (Hz): -300.30, 0.00, 150.15, 150.15
two spins, line positions (Hz): -450.45, 450.45
two spins, line weights: 2.00, 2.00
two spins, splitting: 900.90 Hz
two spins, splitting / D: 3.0000
three spins, dipolar levels (Hz): -450.45, -450.45, 0.00, 0.00, 0.00, 0.00, 450.45, 450.45
three spins, line positions (Hz): -900.90, 0.00, 900.90
three spins, line weights: 3.00, 6.00, 3.00
three spins, spacing: 900.90 Hz
three spins, quartet weights: 3.00, 4.00, 3.00
three spins, doublets' central weight: 2.00
unlike pair, shift difference: 100 kHz
unlike pair, splitting: 588.60 Hz
shifted pair, shift difference: 200 Hz
shifted pair, lines with J = 0 (Hz): -480.70, -119.90, 119.90, 480.70
shifted pair, weights with J = 0: 1.832, 0.168, 0.168, 1.832
shifted pair, lines with chosen J (Hz): -479.73, -108.87, 108.87, 479.73
shifted pair, weights with chosen J: 1.842, 0.158, 0.158, 1.842
signal time window: 50 ms
largest J effect on signal, D,D,D: 1.7e-14
largest J effect on signal, 2D,D,D: 0.442
```
